# How a Core-Hole Lifetime Limits the Dip in f1 at an Edge

When soft x-rays pass through an organic resist and the photon energy is raised through the carbon K edge, near 290 eV, the absorption rises abruptly because each photon can now eject a 1s electron. The refraction changes too, and for a bare edge the change begins at energies where the 1s shell does not yet absorb. Real resists also have bound 1s resonances a few eV below the edge; these are left out until the numerical case at the end. If the rise were a perfect step, the refractive part of the response would diverge there. A real refractive index is finite, so something must limit the divergence, and the depth that remains depends on what does.

Let the field vary as $e^{-i\omega t}$, with photon energy $E=\hbar\omega$, and use Gaussian units. The forward scattering factor of an atom is its scattering amplitude divided by that of one free electron. Write it $f=f_1-if_2$, with $f_2>0$ for absorption. A free electron has polarizability $-e^2/(m\omega^2)$, so an atom of polarizability $\alpha$ has

$$f=-\frac{m\omega^2}{e^2}\,\alpha(\omega).$$

In a medium with $N$ atoms per unit volume, $n^2=1+4\pi N\alpha$ if the local-field correction is neglected. For $|n-1|\ll1$ the square root gives $n\simeq1+2\pi N\alpha$. With $r_e=e^2/(mc^2)$ and $\lambda=2\pi c/\omega$ this becomes

$$n=1-\delta+i\beta,\qquad \delta=Kf_1,\quad \beta=Kf_2,\quad K=\frac{r_e\lambda^2N}{2\pi}.$$

The intensity decays at the rate $4\pi\beta/\lambda$ per unit length. Setting this equal to $N\sigma$ gives the cross section $\sigma=2r_e\lambda f_2$. A step in absorption is therefore a step in $f_2$, and a negative $f_1$ means a real index above one.

The polarizability follows from the response to a short pulse. A field $\mathcal E_0\delta(t)$ acting on a dipole matrix element $d_j$ puts the amplitude $id_j\mathcal E_0/\hbar$ into the excited state $j$, of excitation energy $E_j=\hbar\omega_j$. The induced dipole is then

$$2\,\mathrm{Re}\left[\frac{i|d_j|^2\mathcal E_0}{\hbar}e^{-i\omega_jt}\right]=\frac{2|d_j|^2\mathcal E_0}{\hbar}\sin\omega_jt .$$

The core hole is filled by Auger or radiative decay. If the population of the excited state falls as $e^{-\Gamma t/\hbar}$, its amplitude, and with it the dipole, falls as $e^{-\Gamma t/2\hbar}$. I assume one $\Gamma$ for all states of the shell, which is reasonable when the decay of the hole does not depend on where the ejected electron has gone. With the oscillator strength $s_j=2m\omega_j|d_j|^2/(\hbar e^2)$,

$$\alpha(t)=\frac{e^2}{m}\sum_j s_j\frac{\sin\omega_jt}{\omega_j}\,e^{-\Gamma t/2\hbar},\qquad t>0.$$

To transform this, set $\tilde\omega=\omega+i\Gamma/2\hbar$ and use $\int_0^\infty e^{iat}dt=i/a$ for $\mathrm{Im}\,a>0$:

$$\int_0^\infty\sin(\omega_jt)\,e^{i\tilde\omega t}dt=\frac12\left[\frac1{\tilde\omega+\omega_j}-\frac1{\tilde\omega-\omega_j}\right]=\frac{\omega_j}{\omega_j^2-\tilde\omega^2}.$$

Multiplication by $-m\omega^2/e^2$ gives

$$f(E)=\sum_j\frac{s_jE^2}{(E+i\Gamma/2)^2-E_j^2}.$$

The denominator has the positive imaginary part $E\Gamma$, so $f$ has a negative imaginary part and $f_2>0$, as required. Each line has full width $\Gamma$ at half maximum when $\Gamma\ll E_j$. An oscillator above the photon energy contributes negatively to $f_1$, and one well below it contributes positively.

The poles of $f$ lie at $\pm E_j-i\Gamma/2$, so $f$ is analytic in the upper half plane. At large $|E|$ it tends to $f_\infty=\sum_js_j$. Integrate $[f(\varepsilon)-f_\infty]/(\varepsilon-E)$ along the real axis, pass above the point $E$ on a small semicircle, and close the path at infinity in the upper half plane. The large arc contributes nothing and the small one contributes $-i\pi[f(E)-f_\infty]$. The total is zero, so

$$f(E)-f_\infty=\frac1{i\pi}P\!\int_{-\infty}^{\infty}\frac{f(\varepsilon)-f_\infty}{\varepsilon-E}\,d\varepsilon ,$$

where $P$ denotes the principal value. The real part contains $\mathrm{Im}f=-f_2$. Since $\alpha(t)$ is real, $f_2(-\varepsilon)=-f_2(\varepsilon)$, and the negative half of the axis can be folded onto the positive half. There the kernel becomes $1/(\varepsilon-E)+1/(\varepsilon+E)=2\varepsilon/(\varepsilon^2-E^2)$, and

$$f_1(E)=f_\infty+\frac2\pi P\!\int_0^\infty\frac{\varepsilon f_2(\varepsilon)}{E^2-\varepsilon^2}\,d\varepsilon .$$

This holds for the damped response, and for a continuum also in the limit $\Gamma\to0$.

Now let the undamped $f_2$ jump upward by $A$ at $E_0$. Split the kernel as

$$\frac{2\varepsilon}{E^2-\varepsilon^2}=\frac1{E-\varepsilon}-\frac1{E+\varepsilon}.$$

The second part is regular near the edge. In a window of half-width $D$ around $E_0$, write $f_2=c+A\,\theta(\varepsilon-E_0)+h(\varepsilon)$, where $c$ is the value just below the edge, $\theta$ is the unit step and $h(E_0)=0$. The step contributes

$$\frac A\pi P\!\int_{E_0}^{E_0+D}\frac{d\varepsilon}{E-\varepsilon}=\frac A\pi\ln\frac{|E-E_0|}{|E-E_0-D|},$$

which tends to $-\infty$ from both sides. The constant $c$ gives a logarithm that vanishes at the centre of the window. For the remainder, suppose $|h(\varepsilon)-h(\varepsilon')|\le C|\varepsilon-\varepsilon'|^a$ with $0<a\le1$, a condition that admits a square-root onset. Then

$$P\!\int\frac{h(\varepsilon)}{E-\varepsilon}d\varepsilon=\int\frac{h(\varepsilon)-h(E)}{E-\varepsilon}d\varepsilon+h(E)\,P\!\int\frac{d\varepsilon}{E-\varepsilon}.$$

The first integrand is at most $C|E-\varepsilon|^{a-1}$, which is integrable, and the last integral is finite for $E$ near the centre of the window. Hence

$$f_1(E)=\frac A\pi\ln\frac{|E-E_0|}{E_0}+\text{bounded terms}.$$

Just at the edge, the oscillators above $E$ all pull $f_1$ down, and for an isolated step there is no matching strength below $E$ to balance them. The coefficient depends on the jump alone. A numerical test used a unit step followed by a decay as $E^{-2.7}$, with a square-root cusp added. Between relative distances $10^{-5}$ and $10^{-6}$ from the edge, the slope against the logarithm was 1.0014 times $A/\pi$ below the edge and 1.0001 times $A/\pi$ above it. A downward jump would reverse the sign. A continuous onset of the stated regularity has $A=0$ and leaves $f_1$ bounded.

To find the constant beside the logarithm, a complete edge is needed. Take $f_2=A(E_0/E)^2$ above $E_0$ and zero below, before damping. Let $g(\varepsilon)$ be the oscillator strength per unit energy. For vanishing damping, the imaginary part of $1/[(E+i0)^2-\varepsilon^2]$ is $-\pi\delta(E^2-\varepsilon^2)=-(\pi/2E)\,\delta(E-\varepsilon)$, so $f_2(E)=(\pi/2)E\,g(E)$. Therefore

$$g(\varepsilon)=\frac{2AE_0^2}{\pi\varepsilon^3}=\frac{2sE_0^2}{\varepsilon^3},\qquad s=\frac A\pi,$$

and integration from $E_0$ to infinity shows that $s$ is the total strength of the shell. Now restore the lifetime. With $W=(E+i\Gamma/2)^2$ and $u=\varepsilon^2$,

$$f=sE^2E_0^2\int_{E_0^2}^\infty\frac{du}{u^2(W-u)} .$$

The integrand separates into

$$\frac1{u^2(W-u)}=\frac1{Wu^2}+\frac1{W^2u}+\frac1{W^2(W-u)},$$

as multiplication by $W^2u^2(W-u)$ confirms: the right side becomes $W(W-u)+u(W-u)+u^2=W^2$. The first term integrates to $1/(WE_0^2)$. The other two have the antiderivative $-W^{-2}\ln(1-W/u)$, which vanishes at infinity. Thus

$$f=sE^2\left[\frac1W+\frac{E_0^2}{W^2}\ln\!\left(1-\frac W{E_0^2}\right)\right].$$

Along the whole path $1-W/u$ stays in the lower half plane, so the logarithm is the principal one, with a phase between $-\pi$ and $0$.

When $\Gamma\to0$ the real part becomes

$$f_1=s\left[1+\frac{E_0^2}{E^2}\ln\left|1-\frac{E^2}{E_0^2}\right|\right].$$

Above the edge the phase is $-\pi$, which returns $f_2=\pi sE_0^2/E^2$, the assumed absorption. Far below the edge, $\ln(1-x^2)\simeq-x^2-x^4/2$ with $x=E/E_0$, so $f_1\simeq-sx^2/2$: the bound shell scatters weakly. Far above the edge $f_1\to s$, as for free electrons.

With finite $\Gamma$, set $\gamma=\Gamma/E_0\ll1$ and put $E=E_0$. Then

$$1-\frac W{E_0^2}=-i\gamma+\frac{\gamma^2}4,\qquad \ln\!\left(1-\frac W{E_0^2}\right)=\ln\gamma-\frac{i\pi}2+O(\gamma).$$

The prefactors differ from one by terms of order $\gamma$, and the terms of order $\gamma\ln\gamma$ are imaginary. Therefore

$$f_1(E_0)=s\left[1+\ln\frac\Gamma{E_0}\right]+O(s\gamma),\qquad f_2(E_0)\simeq\frac A2 .$$

The divergence has become a dip whose depth grows only logarithmically as the lifetime increases. Halving $\Gamma$ at fixed $A$ and $E_0$ lowers $f_1(E_0)$ by $s\ln2$ to leading order.

For the shape, let $y=(E-E_0)/E_0$ and $\zeta=y+i\gamma/2$. Since $W/E_0^2=(1+\zeta)^2$, the argument of the logarithm is $-2\zeta(1+\zeta/2)$. For small $|\zeta|$ its modulus is $\sqrt{4y^2+\gamma^2}$ and its phase is $-\pi/2-\arctan(2y/\gamma)$, so

$$f_1\simeq s\left\{1+\frac12\ln\frac{4(E-E_0)^2+\Gamma^2}{E_0^2}\right\},$$

$$f_2\simeq A\left\{\frac12+\frac1\pi\arctan\frac{2(E-E_0)}\Gamma\right\}.$$

The rounded step and the finite dip belong together. Rounding $f_2$ while keeping the sharp $f_1$ would violate the dispersion relation.

The same logarithm can be read in time. After a pulse, the continuum states start in step and then dephase. Integration by parts at the sharp threshold gives, at long times and without decay,

$$\int_{E_0}^\infty g(\varepsilon)\frac{\sin(\varepsilon t/\hbar)}{\varepsilon/\hbar}d\varepsilon\simeq\frac{\hbar^2g(E_0)}{E_0}\frac{\cos(E_0t/\hbar)}t .$$

A field at the edge energy stays in phase with this slow tail. The average of $\cos(E_0t/\hbar)\,e^{iE_0t/\hbar}$ is $1/2$, so the response accumulates as $\frac12\int dt/t$. The integral starts at about $\hbar/E_0$ and, with decay, ends at about $\hbar/\Gamma$, which gives $\frac12\ln(E_0/\Gamma)$. Multiplying by $-E_0^2/\hbar^2$ and using $g(E_0)=2A/(\pi E_0)$ yields $-(A/\pi)\ln(E_0/\Gamma)$, the logarithm found above. The core-hole decay ends the memory of the threshold.

The minimum does not lie quite at $E_0$. Write the formula as

$$\frac fs=\frac{(1+y)^2}{(1+\zeta)^2}+\frac{(1+y)^2}{(1+\zeta)^4}\,(\ell+i\phi),$$

where $\ell$ and $\phi$ are the real part and the phase of the logarithm. Near the minimum $|y|\ll\gamma$. The first term has a real part whose slope is negligible. The factor before $\ell+i\phi$ is $1-2y-2i\gamma$ to first order, so the real part of the second term is $(1-2y)\ell+2\gamma\phi$. Here $\ell\simeq\frac12\ln(4y^2+\gamma^2)+y/2$ and $d\phi/dy\simeq-2/\gamma$. Setting the derivative to zero gives

$$\frac{4y}{\gamma^2}+\frac12-2\ln\gamma-4=0,$$

$$E_{\min}-E_0\simeq\frac{\Gamma^2}{4E_0}\left[2\ln\frac\Gamma{E_0}+\frac72\right].$$

For a narrow level this is a shift to lower energy, much smaller than $\Gamma$.

A lifetime is sufficient for a finite dip but not necessary. Suppose instead that $f_2$ rises linearly over a full width $w\ll E_0$ centred on $E_0$. This is a uniform superposition of sharp edges, and at the centre the logarithm of the distance is replaced by its mean,

$$\frac1w\int_{-w/2}^{w/2}\ln|t|\,dt=\ln\frac w2-1 .$$

The lifetime replaces it by $\ln(\Gamma/2)$. The two depths agree when $w=e\Gamma$, where $e=2.718\ldots$ is here the base of natural logarithms. The depth of a dip therefore does not identify what rounded the edge.

For a numerical case take round parameters in the rough regime of the carbon K edge of an organic resist: $E_0=290$ eV, $\Gamma=0.1$ eV, $A=4$, six electrons per absorbing atom and $N=50\ \mathrm{nm^{-3}}$. The lifetime $\hbar/\Gamma$ is 6.6 fs. The shell strength is $s=4/\pi=1.273$, and the other $6-s$ electrons are treated as free, so that they add $6-s$ to $f_1$ and nothing to $f_2$. With $\ln(\Gamma/E_0)=-7.972$, the atom has at the edge

$$f_1\simeq(6-s)+s(1-7.972)=6-1.273\times7.972=-4.15 .$$

The full formula also gives a minimum of $-4.15$, displaced by $-1.1\times10^{-4}$ eV from the edge. At 10 eV below the edge, $f_1=2.32$ with or without the lifetime. At 0.1 eV below, the sharp edge gives $-3.27$ and the broadened one $-3.13$. At 0.01 eV the values are $-6.20$ and $-4.13$, and at 0.001 eV they are $-9.13$ and $-4.15$. The sharp result keeps falling by about $s\ln10=2.93$ per decade, while the broadened one has levelled off.

At the edge $\lambda=4.275$ nm and $K=4.10\times10^{-4}$. Thus $\delta=Kf_1=-1.70\times10^{-3}$, compared with $+1.02\times10^{-3}$ at 10 eV below, where the longer wavelength makes $K=4.40\times10^{-4}$. With $f_2=1.99$, $\beta$ is $8.2\times10^{-4}$ and the absorption length is about 420 nm, counting the edge shell alone.

The interval with $n>1$ follows from the local form of $f_1$. Setting $6+\frac s2\ln\{[4d^2+\Gamma^2]/E_0^2\}=0$ gives

$$d=\frac12\sqrt{E_0^2e^{-12/s}-\Gamma^2}=1.30\ \mathrm{eV}.$$

The full formula puts the zeros at $-1.36$ and $+1.25$ eV. The asymmetry comes mainly from the term $-2y\ell$ found above: since $\ell<0$, it lowers $f_1$ below the edge and raises it above.

These numbers describe the lifetime limit of an isolated step, not a real resist film. The isolation is itself an assumption. If the ejected electron feels a Coulomb attraction to the core hole, a Rydberg series converges on the threshold, and its mean strength per unit energy joins that of the continuum. Take lines at $E_0-R/n^2$ with strengths $2Rg(E_0)/n^3$, $R=13.6$ eV and $n\ge3$, and hold the total at six electrons. Then $f_2(E_0)$ is close to $A$ instead of $A/2$, and $f_1(E_0)$ is $+0.62$ for $\Gamma=0.1$, 0.05 and 0.025 eV alike. The logarithm in $\Gamma$ is absent at such a threshold, and the dips move to the individual lines. The estimates that follow keep the isolated step. A film contains carbon in different chemical surroundings, and its atoms vibrate, so the edge energies are spread. A Gaussian spread with an assumed standard deviation of 0.5 eV raises $f_1$ at the centre from $-4.15$ to $-1.88$. Real carbon compounds also have bound resonances below the ionization edge. One assumed line of strength 0.03, lying 5 eV below the edge and 0.8 eV wide, adds 0.87. Each hydrogen atom per carbon atom adds about one more. With one hydrogen, these three changes together bring $f_1$ close to zero, so the model does not settle whether the index of a given resist exceeds one at the edge. Of these three changes, with the values assumed here, the largest comes from spreading the single abrupt edge. The assumed line also has a dip of its own. Its $f_2$ peaks at about 11, well above the edge step. With one hydrogen included and the Gaussian spread applied to the edge only, $f_1$ falls to about $-2.7$ just below 285 eV. If the same spread also acts on the line, its peak drops to about 6 and the minimum of $f_1$ rises to about $-0.8$. For these assumed values the index therefore exceeds one near the resonance in both cases, but the margin depends strongly on how the line is broadened.

Four further effects are smaller for these parameters. If $f_2$ above the edge falls as $E^{-1.7}$ instead of $E^{-2}$, with $A$ and the total of six electrons held fixed, $f_1$ at the edge changes by $-0.35$. A valence binding energy of 20 eV changes it by $+0.02$. The local-field correction is of relative size $1.3\times10^{-3}$. For a core radius of 0.01 nm, the parameter that controls corrections to the dipole approximation, $(2\pi\times0.01\ \mathrm{nm}/\lambda)^2$, is $2\times10^{-4}$. The numerical output lists the values at further photon energies.

## Values computed for the example and the checks

```
Check: sharp-edge formula, largest error 3.0e-13
Check: log coefficient * pi/A below, above edge 1.0014, 1.0001
Check: soft onset, change of f1 near edge 9.0e-04
Check: broadened formula, largest error 1.7e-14
Check: broadened dispersion relation, error 1.3e-10
Check: ramp of width e*Gamma, f1/s difference 3.1e-05
Edge energy E0 = 290.0 eV
Core-hole width Gamma = 0.10 eV
Step height A = 4.00
Electrons per absorbing atom = 6
Atom density N = 50.0 nm^-3
Wavelength at edge = 4.2753 nm
Lifetime hbar/Gamma = 6.582 fs
Shell oscillator strength s = 1.2732
Gamma/E0 = 3.4483e-04, ln(Gamma/E0) = -7.9725
E-E0 = -10.000 eV: f1 sharp   2.3239, broadened   2.3239
E-E0 =  -1.000 eV: f1 sharp  -0.3827, broadened  -0.3812
E-E0 =  -0.100 eV: f1 sharp  -3.2749, broadened  -3.1332
E-E0 =  -0.010 eV: f1 sharp  -6.2009, broadened  -4.1278
E-E0 =  -0.001 eV: f1 sharp  -9.1319, broadened  -4.1520
E-E0 =   0.001 eV: f1 sharp  -9.1317, broadened  -4.1519
E-E0 =   0.100 eV: f1 sharp  -3.2617, broadened  -3.1221
E-E0 =   1.000 eV: f1 sharp  -0.2909, broadened  -0.2920
E-E0 =  10.000 eV: f1 sharp   2.8387, broadened   2.8362
Minimum f1, numerical = -4.1522
Minimum f1, leading formula = -4.1509
Minimum position E-E0, numerical = -1.073e-04 eV
Minimum position E-E0, formula = -1.073e-04 eV
Change of f1 at edge if Gamma is halved = -0.8819
f1 = 0 at E-E0 = -1.3638 and 1.2496 eV
Local estimate of these offsets = +/-1.3016 eV
f2 at edge = 1.9933
delta per unit f1 at edge = 4.0988e-04
delta 10 eV below edge = 1.0218e-03
delta at edge = -1.7008e-03
beta at edge, shell only = 8.1564e-04
Cross section at edge = 4.8030e-05 nm^2
Absorption length at edge = 417.1 nm
Neglected: edge spread 0.5 eV (std. dev.), f1 at centre becomes -1.8758
  change of f1 from this spread = 2.2764
Neglected: line of strength 0.03, 5.0 eV below edge, width 0.8 eV
  change of f1 at edge from this line = 0.8719
Neglected: f2 power 1.7 instead of 2, change of f1 = -0.3540
Neglected: valence binding 20 eV, change of f1 = 0.0226
Neglected: local field, relative size = 1.26e-03
Neglected: core radius 0.01 nm, (k a)^2 = 2.16e-04
```
